The Nondegenerate Hall Factor for Power-Law Relaxation Times

**1. Three Hall factors for one electron density**

A model semiconductor holds 1.0×10⁻⁸ electrons per cubic bohr (6.75×10¹⁶ cm⁻³) at about 316 K. Its Hall coefficient can be written as −r/n, where n is the electron density. If acoustic phonons alone scatter the electrons, r = 1.18. If ionized donors alone scatter them, r = 1.70. When both act together, r = 1.02, which is below either separate value. All three values neglect collisions between electrons, whose effect is estimated in Section 13.

The density is the same in all three cases. What differs is how the relaxation time τ depends on energy. The Hall factor r measures the spread of τ over the thermal electrons, and two mechanisms with opposite trends can reduce that spread.

**2. Model and conventions**

Hartree atomic units are used: e = ħ = electron mass = 1, and the electron has charge −1. The band is parabolic and isotropic, with effective mass m, momentum p = k, velocity v = p/m and energy E = p²/2m. Collisions between electrons are neglected. The electrons are nondegenerate, so their equilibrium distribution is

f₀ = ζ exp(−x), x = E/kT, ζ ≪ 1.

In the product kT, k is Boltzmann's constant; elsewhere k is the wave number.

Scattering is elastic and, at a given energy, depends only on the deflection angle θ. The magnetic field B points along z, and ω = B/m. The Hall coefficient is defined at zero transverse current:

R_H = E_y/(j_x B), j_y = 0.

Since the mass is a scalar here, the results do not apply unchanged to the ellipsoidal valleys of n-type Si and Ge or to warped valence bands.

**3. Why a relaxation time exists**

Write f = f₀ + g, with g linear in the electric field. In elastic scattering the Pauli factors cancel, because f′(1−f) − f(1−f′) = f′ − f. For N scatterers per volume with differential cross-section σ(θ), the collision term for direction n is therefore

C[g](n) = N v ∫ dΩ′ σ(θ) [g(n′) − g(n)].

An electric field produces a g of the form G·n at each energy. In the integral over n′, the components perpendicular to n cancel by symmetry, which leaves

∫ dΩ′ σ(θ) n′ = n ∫ dΩ′ σ(θ) cos θ.

Hence C[g] = −g/τ, with

1/τ = N v ∫ dΩ (1 − cos θ) σ(θ).

Small deflections count little because they hardly change the current. This result was tested on one energy shell by solving with the full angular collision kernel and the magnetic rotation, without assuming a relaxation time.

**4. Solving the Boltzmann equation**

The force on an electron is −(E + v×B), so the steady state obeys

−(E + v×B)·∇ₚf = −g/τ.

The gradient of f₀ is v f₀′, where the prime means d/dE. The magnetic force does not act on f₀, because (v×B)·v = 0. The term in which E acts on g is second order in the electric field and is dropped. What remains is

−(E·v) f₀′ − (v×B)·∇ₚg = −g/τ.

With v×B = (v_y B, −v_x B, 0) and φ the angle about z,

(v×B)·∇ₚg = (B/m)(p_y ∂/∂p_x − p_x ∂/∂p_y) g = −ω ∂g/∂φ.

The equation becomes

g/τ + ω ∂g/∂φ = (E·v) f₀′.

Take E along x and try g = E_x f₀′ (a v_x + b v_y). Since ∂v_x/∂φ = −v_y and ∂v_y/∂φ = v_x, matching the coefficients of v_x and v_y gives

a/τ + ωb = 1,
b/τ − ωa = 0.

The second equation gives b = ωτa. Inserting this into the first gives a(1/τ + ω²τ) = 1, so

a = τ/(1 + ω²τ²), b = ωτ²/(1 + ω²τ²).

**5. From one energy to the conductivity**

The current is j = −2∫ d³p/(2π)³ v g, where the factor 2 counts spin. The angular average of v_x v_y vanishes, and those of v_x² and v_y² are v²/3. Both conductivities therefore have the form

S[A] = −2∫ d³p/(2π)³ (v²/3) f₀′ A,

with A = a for σ_xx and A = b for σ_yx.

Now use f₀′ = −f₀/kT, v² = 2E/m, and the fact that 2d³p/(2π)³ becomes K√E dE after the angular integration, with K a constant:

S[A] = (2K/(3m kT)) ∫ E^(3/2) f₀ A dE
= (2Kζ/(3m)) (kT)^(3/2) ∫₀^∞ x^(3/2) e^(−x) A dx.

The density contains the same constants:

n = K ∫ √E f₀ dE = Kζ (kT)^(3/2) Γ(3/2).

Eliminate Kζ(kT)^(3/2) and use Γ(5/2) = (3/2)Γ(3/2). Then

S[A] = (n/m)⟨A⟩,
⟨A⟩ = (1/Γ(5/2)) ∫₀^∞ x^(3/2) e^(−x) A dx.

One factor √x in the weight comes from the density of states and one factor x from v². The average is normalized, ⟨1⟩ = 1. The conductivities are

σ_xx = (n/m)⟨τ/(1 + ω²τ²)⟩,
σ_yx = (n/m)⟨ωτ²/(1 + ω²τ²)⟩.

Rotation symmetry about z gives σ_yy = σ_xx and σ_xy = −σ_yx.

**6. The Hall coefficient**

The condition j_y = σ_yx E_x + σ_xx E_y = 0 gives E_y = −(σ_yx/σ_xx)E_x. The longitudinal current is then

j_x = σ_xx E_x − σ_yx E_y = E_x (σ_xx² + σ_yx²)/σ_xx.

Dividing E_y by j_x B,

R_H = −σ_yx / [B(σ_xx² + σ_yx²)].

In a weak field, σ_xx → n⟨τ⟩/m and σ_yx → nω⟨τ²⟩/m, while σ_yx² is of second order in ω and drops out of the denominator. With ω/B = 1/m, all masses cancel:

R_H = −r/n, r = ⟨τ²⟩/⟨τ⟩².

The minus sign is the sign of the electron charge. Because ⟨1⟩ = 1, the factor can also be written

r = 1 + ⟨(τ − ⟨τ⟩)²⟩/⟨τ⟩².

Thus r ≥ 1 in this model, and r − 1 is the relative variance of the relaxation time. The drift mobility is μ = ⟨τ⟩/m. The Hall mobility |R_H|σ_xx equals rμ.

**7. Power-law relaxation times**

Let τ = τ₀x^s. The Gamma-function integral gives

⟨τ⟩ = τ₀ Γ(5/2 + s)/Γ(5/2),
⟨τ²⟩ = τ₀² Γ(5/2 + 2s)/Γ(5/2).

Therefore

r = Γ(5/2 + 2s) Γ(5/2) / Γ(5/2 + s)².

The integral for ⟨τ²⟩ converges at small x if 3/2 + 2s > −1, that is, s > −5/4. For smaller s, slow electrons make the weak-field coefficient diverge, and the expansion in ω is not allowed. For s = 0 there is no spread in τ and r = 1.

**8. Acoustic phonons: s = −1/2**

A long acoustic wave shifts the band edge by Ξ times the local dilation, where Ξ is the deformation potential. For mass density ρ, volume V and phonon frequency ω_q = cq, absorption and emission together have the squared matrix element

|M|² = (Ξ²q²/(2ρVω_q)) (2N_q + 1).

When ω_q ≪ kT, the Bose factor obeys 2N_q + 1 ≈ 2kT/ω_q. With the elastic modulus C = ρc²,

|M|² ≈ Ξ²kT q²/(ρVω_q²) = Ξ²kT/(CV).

The wave number q has cancelled, so scattering is isotropic and the cos θ term sums to zero. The same condition makes the energy exchange small, which justifies the elastic treatment. The number of final states per energy, without a spin flip, is

(V/(2π)³) 4πk² dk/dE = V m k/(2π²),

because dk/dE = m/k. The golden rule then gives

1/τ = 2π · Ξ²kT/(CV) · V m k/(2π²) = Ξ²kT m k/(πC).

At fixed temperature 1/τ ∝ k ∝ √x, so s = −1/2: faster electrons have more states to scatter into. Using Γ(3/2) = √π/2, Γ(5/2) = 3√π/4 and Γ(2) = 1,

r = (√π/2)(3√π/4) = 3π/8 = 1.178.

**9. Ionized impurities: s = 3/2 and a logarithm**

In a medium of permittivity ε, a donor of unit charge has a screened potential of magnitude e^(−r/λ)/(εr), where r is here the distance. Its Fourier transform is

V(q) = (4π/(εq)) ∫₀^∞ sin(qr) e^(−r/λ) dr = 4π/[ε(q² + λ⁻²)].

The Born cross-section is

σ(θ) = (m/2π)² V² = 4m²/[ε²(q² + λ⁻²)²].

Let u = 1 − cos θ, so that q² = 2k²u. The transport cross-section is

σ_tr = (8πm²/ε²) ∫₀² u du/(2k²u + λ⁻²)².

Substitute t = 2k²λ²u, whose upper limit is b = 4k²λ²:

σ_tr = (2πm²/(ε²k⁴)) ∫₀^b t dt/(1 + t)² = 2πm²F(b)/(ε²k⁴),
F(b) = ln(1 + b) − b/(1 + b).

Multiplying by N v = Nk/m,

1/τ = 2πNm F(b)/(ε²k³).

If F is held constant, τ ∝ k³ ∝ x^(3/2), since fast electrons are deflected less. With Γ(11/2) = 945√π/32 and Γ(4) = 6,

r = (945√π/32)(3√π/4)/36 = 315π/512 = 1.933.

This is the weak-screening limit, b ≫ 1, and it is approached slowly. Since F′(b) = b/(1 + b)², the local exponent is

s_loc = 3/2 − d ln F/d ln b = 3/2 − b²/[(1 + b)²F].

The correction decays like 1/ln b. Even at the formal value b = 10¹⁰⁰ for E = kT, the computed r is 1.927.

In the opposite limit, b ≪ 1, expansion gives F ≈ b²/2. As b ∝ x, τ ∝ x^(3/2)/x² = x^(−1/2). The potential is then short-ranged compared with the wavelength and scatters isotropically, as the phonons do. The cross-section formula therefore leads back to 3π/8; at b = 10⁻³ for E = kT the computed value is 1.177.

**10. The worked example**

The round parameters are m = 0.25, kT = 0.001, ε = 12, Ξ = 0.4 and C = 0.005. The donor density N equals n, since all donors are assumed to be ionized. A hydrogenic donor level, of depth m/(2ε²) = 0.87kT, would leave about 8% of them neutral. The thermal wave number is

k_T = √(2m kT) = √(0.0005) = 0.02236.

For phonons,

τ₀ = πC/(Ξ²kT m k_T)
= 0.01571/(0.16 × 0.001 × 0.25 × 0.02236) = 1.756×10⁴.

Since Γ(2)/Γ(5/2) = 0.752, the drift mobility is

μ = 0.752 × 1.756×10⁴/0.25 = 5.28×10⁴, or 2250 cm²/(V s).

For impurities the screening length is needed. A small potential φ changes the electron density by nφ/kT, and Poisson's equation then reads ∇²φ = 4πnφ/(εkT). Hence

λ = √(εkT/(4πn)) = 309,
b(kT) = 4k_T²λ² = 191.

To freeze the logarithm, choose the energy that contributes most to ⟨τ⟩. The integrand x³e^(−x) peaks at x = 3, where b = 573 and F = 5.354. Then

τ₀ = ε²k_T³/(2πNmF) = 1.914×10⁴.

With Γ(4)/Γ(5/2) = 4.514, μ = 4.514 × 1.914×10⁴/0.25 = 3.46×10⁵. Keeping the full F changes this to 3.39×10⁵ (14 400 cm²/(V s)), a reduction of 2%. The Hall factor is more sensitive: it falls from 1.933 to 1.704. The local exponent explains the size of this fall. At x = 3,

s_loc ≈ 1.5 − 1/5.354 ≈ 1.31,

and the Gamma formula with this exponent gives r ≈ 1.70.

The impurity mobility and the impurity Hall factor are both less secure than these digits suggest. The Born approximation wants k times the impurity Bohr radius, ε/m, to be large, but at thermal energy this product is 1.07. It grows as √x, reaching about 1.9 at x = 3, so the approximation remains marginal. Exact phase shifts for the same attractive screened potential lower the impurity Hall factor from 1.70 to 1.66 and raise the impurity mobility by about 4%. For the combined scattering of Section 11 they change r from 1.023 to 1.020 and raise the mobility by about 2%. The mean-field treatment of screening is marginal too, because a sphere of radius λ holds only 1.2 electrons on average.

**11. Both mechanisms together**

Independent scattering rates add at each energy, before the thermal average. With the logarithm frozen,

1/τ = (x^(1/2) + c x^(−3/2))/τ₀, so τ = τ₀x^(3/2)/(x² + c).

Here τ₀ is the phonon value and c is the ratio of the phonon τ₀ to the impurity τ₀. Setting dτ/dx = 0 gives (3/2)(x² + c) = 2x², or x² = 3c. Thus τ rises at low energy, where impurities dominate, and falls at high energy, where phonons dominate. In the example c = 1.756/1.914 = 0.92, which puts the maximum at x ≈ 1.7, close to the peak of the weight x^(3/2)e^(−x) at x = 1.5. Around a maximum τ varies little, its variance is small, and r lies near 1.

The lowest r as a function of c is 1.029, reached near c = 0.65 (the nearest point of the coarse scan printed below is 0.63). The full calculation gives 1.023, slightly lower still. This is no contradiction, because its logarithm varies with energy, a case the scan does not cover.

The combined drift mobility is 3.69×10⁴, or 1570 cm²/(V s). Adding the inverse mobilities of the separate mechanisms would give 4.57×10⁴, which is 24% higher. The direction of this error follows from an identity for positive times τ₁ and τ₂:

τ₁τ₂/(τ₁ + τ₂) = min over w of [w²τ₁ + (1 − w)²τ₂].

The minimum is at w = τ₂/(τ₁ + τ₂), as differentiation shows. The average of the minimum cannot exceed the value obtained with one w for all energies. Choosing the best such w gives

⟨τ₁τ₂/(τ₁ + τ₂)⟩ ≤ ⟨τ₁⟩⟨τ₂⟩/(⟨τ₁⟩ + ⟨τ₂⟩).

The right side, divided by m, is the mobility from adding inverse mobilities.

**12. Reading a Hall measurement**

For combined scattering,

R_H = −1.023/10⁻⁸ = −1.023×10⁸, or −94.6 cm³/C.

Setting r = 1 would give n = 6.60×10¹⁶ cm⁻³, 2% below the true density. In the model with impurity scattering alone, the same assumption would give n/1.704, which is 41% too low. The combined Hall mobility is 1.023 × 1570 ≈ 1600 cm²/(V s).

Temperature changes the balance. The phonon τ₀ varies as 1/(kT k_T) ∝ T^(−3/2), and the impurity τ₀ as k_T³ ∝ T^(3/2), apart from the logarithm. Hence c ∝ T⁻³. Within the power-law model, r passes from 1.93 on the cold side through a minimum near 1.03 to 1.18 on the hot side. The model assumes ionized donors, no collisions between electrons, nondegenerate electrons, phonon equipartition and a constant logarithm. The last assumption fails on cooling at fixed density, because b ∝ T². In the example, the impurity factor with the full F falls from 1.70 to 1.64 when the temperature is halved with n and N held fixed, so it does not approach 1.93. Holding n and N fixed is itself idealized: with the hydrogenic donor level, about 30% of the donors would be neutral at half the temperature.

**13. Limits of validity**

Nondegeneracy is well satisfied: n is 0.020 of the effective band density, and Fermi statistics with unchanged relaxation times shift the combined r by about 0.0002. For a sound speed of 0.004, departure from equipartition changes the squared phonon matrix element by 0.3% at q = 2k_T.

The neglect of collisions between electrons is a more serious limit. Such collisions conserve the total momentum, but they exchange it between fast and slow electrons and so even out the differences that τ(E) creates. With n = N they are about as frequent as collisions with impurities. The Hall factors given here therefore belong to the model without them. An estimate with the linearized small-angle (Landau) collision term for electrons lowers the impurity factors 1.93 and 1.70 to about 1.2 and the impurity mobility by 30 to 40%. The phonon factor also drops, from 1.18 to about 1.1 or slightly below. The combined values change little, because τ already varies weakly with energy: r falls to about 1.01 and the mobility by about 1%.

The weak-field condition depends strongly on s. The first correction to σ_yx has relative size ω²⟨τ⁴⟩/⟨τ²⟩. For s = −1/2 this is 2(ωτ₀)². For s = 3/2 it is

Γ(17/2)/Γ(11/2) (ωτ₀)² = 7.5 × 6.5 × 5.5 (ωτ₀)² ≈ 268(ωτ₀)².

For s = 3/2 the energetic electrons have the longest relaxation times and leave the weak-field regime first. At ωτ₀ = 0.1 the phonon factor is still 1.172, while the frozen-logarithm impurity factor has dropped from 1.933 to 1.571.

In the classical strong-field limit, σ_yx → n/B and σ_xx → n⟨1/τ⟩/(mω²), provided ⟨1/τ⟩ is finite. The latter becomes negligible, and R_H → −1/n. Carriers then drift across the fields at a speed independent of τ, so the spread in τ no longer matters. At ωτ₀ = 10 the two factors are 1.002 and 1.011.

This classical limit also requires ω ≪ kT, so that Landau quantization can be ignored. For the phonon τ₀ of the example, ω/kT is 0.057 at ωτ₀ = 1 but 0.57 at ωτ₀ = 10. The approach to r = 1 can therefore be followed classically over part of its range, but the last values belong to the classical model rather than to this semiconductor. The numerical output below gives the field dependence and the remaining values.

Values computed for the example and the checks

```
mass = 0.25 electron masses; permittivity = 12
kT = 0.0010 hartree; T = 315.8 K
electron and donor density = 1.0e-08 bohr^-3
  converted density = 6.748e+16 cm^-3
deformation potential = 0.40 hartree
elastic modulus = 0.0050 a.u.; sound speed = 0.0040 a.u.
weak field B = 1.0e-09 a.u. = 2.351e-04 T
density / effective band density = 0.0199
thermal wave number k = 0.02236 bohr^-1
k times impurity Bohr radius = 1.073
equipartition correction factor at q=2k = 1.0027
screening length = 309.0 bohr
b at E=kT = 191.0; F at E=3kT = 5.354
phonon tau0 = 1.7562e+04 a.u.
impurity tau0, frozen F = 1.9142e+04 a.u.
r from Gamma formula, s=-0.5: 1.17810
r from Gamma formula, s= 0.0: 1.00000
r from Gamma formula, s= 0.5: 1.10447
r from Gamma formula, s= 1.5: 1.93282
phonons: r from grid = 1.17810
  drift mobility = 5.2844e+04 a.u. = 2248.2 cm^2/(V s)
impurities, frozen F: r from grid = 1.93281
  drift mobility = 3.4560e+05 a.u. = 14703.0 cm^2/(V s)
impurities, full F: r from grid = 1.70401
  drift mobility = 3.3912e+05 a.u. = 14427.4 cm^2/(V s)
phonons + impurities: r from grid = 1.02276
  drift mobility = 3.6868e+04 a.u. = 1568.5 cm^2/(V s)
mobility from adding inverse mobilities = 4.5720e+04 a.u.
combined Hall mobility = 3.7707e+04 a.u. = 1604.2 cm^2/(V s)
combined R_H = -1.0228e+08 a.u. = -94.59 cm^3/C
density inferred with r=1 = 9.7775e-09 bohr^-3 = 6.598e+16 cm^-3
combined r with Fermi statistics = 1.02259
impurity r at b(kT)=1e100: 1.9269
impurity r at b(kT)=1e-3: 1.1765
lowest r of mixed power laws = 1.0293 at c = 0.63
Classical field dependence, r for s=-1/2 and s=3/2:
  omega*tau0 =  0.01: 1.1780, 1.9145
  omega*tau0 =  0.10: 1.1718, 1.5706
  omega*tau0 =  1.00: 1.0763, 1.1251
  omega*tau0 = 10.00: 1.0023, 1.0108
omega/kT when omega*tau0=1, phonons = 0.0569
```
